# Blume-Orbach axial splitting of the ${}^6S$ term in $d^5$ ions, part 1

(Sections cited here and not found follow in the second part.)

For a $d^5$ ion with the high-spin ground term ${}^6S$, spin-orbit coupling $\zeta\sum_i \mathbf l_i\cdot\mathbf s_i$ in a cubic crystal field lowers all six spin states at second order by the same amount, $-5\zeta^2R$, where $R$ is a resolvent element defined below. The axial parameter $D$ of $H_{\rm spin}=D[S_n^2-35/12]$ is zero at that order and, by symmetry, at every order. A weak axial field added to the cubic one produces a $D$ linear in the axial field, and the whole term of order $\zeta^2 v_{\rm ax}$ passes through the three ${}^4T_1$ states. This is the Blume-Orbach mechanism. For a tetragonal field with parameters $Ds$ and $Dt$,

$$D_{\rm tet}=\frac{7\,\zeta^2\,Dt\,\Delta\,E_G E_F^2}{N^2},\qquad N=E_PE_FE_G-\tfrac15(E_P+4E_F)\Delta^2,$$

where $\Delta=10Dq$ and $E_P,E_F,E_G$ are the free-ion energies of ${}^4P,{}^4F,{}^4G$ above ${}^6S$. The parameter $Ds$ does not appear, and the result is odd in $\Delta$, so it vanishes without the cubic field.

The model is one $d$ shell with a single radial function. Its Hamiltonian is the Coulomb repulsion $H_C$, the spin-orbit term $H_{so}$ with one constant $\zeta$, and a real, spin-free, traceless one-electron field $v=\Delta w+v_{\rm ax}$. The cubic part $w$ equals $+3/5$ on the $e$ orbitals and $-2/5$ on the $t_2$ orbitals, with $\Delta>0$ for octahedral and $\Delta<0$ for tetrahedral coordination. The axial part about the unit vector $\mathbf n$ is $v_{\rm ax}=b_2P_2(\mathbf n\cdot\hat{\mathbf r})+b_4P_4(\mathbf n\cdot\hat{\mathbf r})$, that is $b_2C^2_0+b_4C^4_0$ referred to $\mathbf n$. The sextet is assumed to be the ground state. Atomic units are used in the algebra, so angular momenta are dimensionless and every parameter is an energy.

Let $|\Phi\rangle$ be the determinant with all five orbitals occupied by spin-up electrons, the state $|{}^6S,M=5/2\rangle$. The states with $M_S=3/2$ have four up electrons and one down electron. There are 25 such determinants, and a general state is labelled by a $5\times5$ matrix,

$$|X\rangle=\sum_{p,h}X_{ph}\,a^\dagger_{p\downarrow}a_{h\uparrow}|\Phi\rangle,\qquad \langle X|Y\rangle={\rm tr}\,X^\dagger Y,$$

the scalar product following from the orthonormality of the determinants. A spin-free one-electron operator $\hat v=\sum_{rq\sigma}v_{rq}a^\dagger_{r\sigma}a_{q\sigma}$ obeys $[\hat v,a^\dagger_{p\downarrow}]=\sum_r v_{rp}a^\dagger_{r\downarrow}$, $[\hat v,a_{h\uparrow}]=-\sum_q v_{hq}a_{q\uparrow}$ and $\hat v|\Phi\rangle=({\rm tr}\,v)|\Phi\rangle$, the last because the up shell is full. Moving $\hat v$ to the right through the two operators gives, for traceless $v$,

$$\hat v|X\rangle=|vX-Xv\rangle=|[v,X]\rangle .$$

The unit matrix gives $\sum_p a^\dagger_{p\downarrow}a_{p\uparrow}|\Phi\rangle=S_-|\Phi\rangle$, the $M=3/2$ member of the sextet. The 24 traceless matrices are orthogonal to it and are therefore quartets. The total orbital momentum acts as $X\to[l_a,X]$, so a tensor operator of rank $L$ in the $d$ shell is a state of orbital momentum $L$. The ranks $0$ to $4$ are ${}^6S,{}^4P,{}^4D,{}^4F,{}^4G$. Since $[v,1]=0$, and $\hat v$ commutes with $S_\pm$, a crystal field of any symmetry neither shifts the sextet nor couples it to anything within $d^5$.

The term energies follow from the same rule, and they need a few angular matrix elements. A $q=0$ tensor component commutes with $l_z$ and is a diagonal matrix ${\rm diag}(x_m)$, $m=2,\dots,-2$. Expanding the $n$-fold commutator with $l_+$ by the binomial theorem, its element between $m$ and $m-n$ is the product of the $l_+$ elements along the ladder times $\sum_j(-1)^j\binom nj x_{m-n+j}$, an $n$-th finite difference. For rank $L$ the commutator vanishes when $n>L$, so $x_m$ is a polynomial in $m$ of degree at most $L$. Orthogonality of different ranks under the trace then fixes the vectors up to scale: $(2,1,0,-1,-2)$, $(2,-1,-2,-1,2)$, $(1,-2,0,2,-1)$ and $(1,-4,6,-4,1)$ for $L=1,2,3,4$. The scale of $C^2_0$ and $C^4_0$ comes from $m=0$, where the orbital is $\sqrt5P_2$ with respect to the average over the sphere. From $P_2^2=\frac15+\frac27P_2+\frac{18}{35}P_4$ and $\langle P_k^2\rangle=1/(2k+1)$, both $5\langle P_2^3\rangle$ and $5\langle P_2^2P_4\rangle$ equal $2/7$. Hence

$$C^2_0=\tfrac17\,{\rm diag}(-2,1,2,1,-2),\qquad C^4_0=\tfrac1{21}\,{\rm diag}(1,-4,6,-4,1).$$

The $n$-fold commutator of $l_+$ with $C^k_0$ is $\sqrt{(k+n)!/(k-n)!}\;C^k_n$. In the row $m=2$ the squared ladder products are $4,24,144,576$ for $n=1,\dots,4$. For $k=2$ the finite differences have magnitudes $3/7$ and $2/7$, so $|\langle2|C^2_n|2-n\rangle|^2$ is $4\cdot9/6=6$ and $24\cdot4/24=4$ in units of $1/49$, beside the diagonal value $4$. For $k=4$ the differences are $5,15,35,70$ in units of $1/21$, and division by $20,360,5040,40320$ gives $5,15,35,70$ in units of $1/441$, beside the diagonal value $1$. Each row sums to $\lambda_k=2/7$, and $\sum_qC^k_qC^{k\dagger}_q=\lambda_k1$ because the sum is a rotational scalar.

The multipole expansion of $1/r_{12}$ with Slater integrals $F^k$ gives $H_C=\frac12\sum_kF^k\sum_q\hat C^k_q\hat C^{k\dagger}_q$ up to a constant: the $k=0$ term and the self-interaction term $\lambda_k\hat N$ that appears on reordering the operators are both fixed for five electrons. Applying the commutator rule twice, and using $C^{k\dagger}_q=(-1)^qC^k_{-q}$ to see that the two cross terms are equal after the sum over $q$,

$$H_C X=\tfrac12\sum_kF^k\sum_q[C^k_q,[C^{k\dagger}_q,X]]=\sum_kF^k\Big(\lambda_kX-\sum_qC^k_qXC^{k\dagger}_q\Big).$$

This vanishes for $X=1$, so energies are measured from ${}^6S$. The last sum is a rotationally invariant map and equals $\mu_k(L)X$ on rank $L$. Its $(2,2)$ element for diagonal $X$ gives $\mu_k=\sum_{m'}|\langle2|C^k_{2-m'}|m'\rangle|^2x_{m'}/x_2$. For $k=2$, $49\mu_2$ is $(8+6)/2=7$, $(8-6-8)/2=-3$, $4-12=-8$ and $4-24+24=4$, so $49(\lambda_2-\mu_2)=7,17,22,10$. For $k=4$, $441\mu_4$ is $(2+5-35-140)/2=-84$, $(2-5-30-35+140)/2=36$, $1-10+70-70=-9$ and $1-20+90-140+70=1$, so $441(\lambda_4-\mu_4)=210,90,135,125$. The Racah parameters are defined by $F^2/49=B+C/7$ and $F^4/441=C/35$. For $L=1$ this gives $7B+C+6C$, and in the same way

$$E_P=7B+7C,\quad E_D=17B+5C,\quad E_F=22B+7C,\quad E_G=10B+5C.$$

A selection rule governs everything that follows. In a basis of real orbitals a real potential is a real symmetric matrix, and the $l_a$ are imaginary and antisymmetric. Rotations act as $X\to OXO^T$ with $O$ real orthogonal, so the 10 antisymmetric and the 15 symmetric matrices form invariant spaces. The antisymmetric space contains the three $l_a$ (rank 1), and the remaining seven dimensions can only be rank 3. The symmetric space holds ranks 0, 2 and 4. For symmetric $v$, $[v,X]^T=X^Tv-vX^T=-[v,X^T]$, so the commutator turns a symmetric matrix into an antisymmetric one and the reverse. The field therefore joins $\{{}^4P,{}^4F\}$ to $\{{}^4D,{}^4G\}$ only. It has no matrix element within a term, none between $P$ and $F$, and none between $D$ and $G$.

Write $H_{so}=\zeta\sum_aW_{aa}$ with $W_{ab}=\sum_il_{ia}s_{ib}$ and $a,b\in\{x,y,z\}$. On $|\Phi\rangle$ the operator $s_+$ gives zero, and $s_z$ gives $\frac12{\rm tr}\,l_a=0$. With $s_x=(s_++s_-)/2$ and $s_y=(s_+-s_-)/2i$,

$$W_{ax}|\Phi\rangle=|l_a/2\rangle,\qquad W_{ay}|\Phi\rangle=|i\,l_a/2\rangle,\qquad W_{az}|\Phi\rangle=0 .$$

Thus $H_{so}|\Phi\rangle=\zeta|(l_x+il_y)/2\rangle$ is pure ${}^4P$, with squared norm $\zeta^2({\rm tr}\,l_x^2+{\rm tr}\,l_y^2)/4=5\zeta^2$, since ${\rm tr}\,l_a^2=4+1+0+1+4=10$. Define the normalized, real antisymmetric matrices $P_a=l_a/(i\sqrt{10})$. The other sextet states are reached with $S_-$, which turns the spin components of $W_{ab}$ into one another and leaves the orbital index alone. So for every $M$, $W_{ab}|{}^6S,M\rangle=\sum_{M'}|P_a;\tfrac32,M'\rangle(K_b)_{M'M}$, with three $4\times6$ matrices $K_b$ that do not depend on $a$ and transform as a vector under spin rotations. No sextet component appears, so the first-order energy is zero.

Take $H_0=H_C+\hat v$ as the unperturbed Hamiltonian, with the field included exactly. It is spin-free and leaves the sextet at zero energy, so the second-order effective Hamiltonian is

$$H^{(2)}=-\zeta^2\sum_{ab}R_{ab}\,K_a^\dagger K_b,\qquad R_{ab}=\langle P_a|H_0^{-1}|P_b\rangle,$$

with the inverse taken on the traceless matrices. In the real basis $H_0$ maps real matrices to real matrices and is Hermitian, so $R_{ab}$ is real and symmetric. The $6\times6$ matrices $K_a^\dagger K_b$ form a Cartesian tensor with parts of rank 0, 1 and 2, and by the Wigner-Eckart theorem each part is proportional to the unique spin operator of that rank:

$$K_a^\dagger K_b=\alpha\,\delta_{ab}+\tfrac\beta2(S_aS_b+S_bS_a)+i\gamma\sum_c\epsilon_{abc}S_c .$$

The $\gamma$ term cancels against the symmetric $R_{ab}$. Expectation values in $M=5/2$ fix the other two constants. There $\langle S_z^2\rangle=25/4$ and $\langle S_x^2\rangle=(35/4-25/4)/2=5/4$, while $\langle K_z^\dagger K_z\rangle=0$ and $\langle K_x^\dagger K_x\rangle={\rm tr}\,l_a^2/4=5/2$. The equations $\alpha+25\beta/4=0$ and $\alpha+5\beta/4=5/2$ differ by $5\beta=-5/2$, so $\beta=-1/2$ and $\alpha=25/8$:

$$H^{(2)}=-\zeta^2\sum_{ab}R_{ab}\Big(\tfrac{25}8\delta_{ab}-\tfrac12S_aS_b\Big).$$

If the field has a threefold or fourfold axis $\mathbf n$, the tensor $R$ has the value $R_\parallel$ along it and $R_\perp$ twice across it. Then $\sum R_{ab}S_aS_b=R_\perp\mathbf S^2+(R_\parallel-R_\perp)S_n^2$, and

$$D=\tfrac12\zeta^2(R_\parallel-R_\perp)\qquad(\text{order }\zeta^2,\ \text{all orders in } v).$$

The sign has a direct meaning. The coupling to $P_z$ is $K_z^\dagger K_z=25/8-S_z^2/2$, which is zero for $M=\pm5/2$ and largest for $M=\pm1/2$. Each $R_{aa}$ is the sum over quartet eigenstates of the weight of $P_a$ divided by the energy. If this sum is larger for $P_z$ than for $P_x$ and $P_y$, the $\pm1/2$ doublet is pushed down most and $D>0$. The criterion concerns the whole sum. The weighted mean energy $\langle P_a|H_0|P_a\rangle$ is $E_P$ in every direction, since the field has no element within ${}^4P$, and about a threefold axis the lowest level can split against the sign of $D$.

In a cubic field the $P_a$ transform as an axial vector, the representation $T_1$, and $H_0$ commutes with the rotations of the cube (for $d$ orbitals, which are even under inversion, the tetrahedral group $T_d$ acts in the same way). So $R_{ab}$ is an invariant tensor. A twofold rotation about $z$ reverses $x$ and $y$ but not $z$, which forces $R_{xz}=R_{yz}=0$; the rotation about $x$ removes $R_{xy}$; the threefold rotation makes the diagonal elements equal. With $R_{ab}=R\,\delta_{ab}$,

$$H^{(2)}=-\zeta^2R\Big(\tfrac{75}8-\tfrac{35}8\Big)=-5\zeta^2R .$$

The cubic field changes the size of the shift through $R$ but treats the three directions alike, so the sextet stays degenerate.

The statement about $D$ is not limited to second order. The full Hamiltonian commutes with joint cubic rotations of orbits and spins. On the sextet, which has $L=0$, these act as spin rotations alone, so the exact effective Hamiltonian must be a cubic invariant built from spin tensors of rank 0 to 5. Time reversal removes the odd ranks. The rank-2 part is $\sum D_{ab}S_aS_b$ with $D_{ab}$ symmetric and traceless, and the argument just used for $R_{ab}$ gives $D_{ab}\propto\delta_{ab}$, hence $D_{ab}=0$. The first anisotropic invariant is $(a/6)(S_x^4+S_y^4+S_z^4)$, of rank 4. A term of order $\zeta^n$ contains $n$ spin vectors and otherwise only spin scalars, so its spin rank is at most $n$. The second and third orders are therefore pure shifts, and $a$ begins at $\zeta^4$. The symmetry argument for $D_{ab}=0$ does not use the $d^5$ model and holds equally with covalency, spin-spin coupling or configuration mixing, as long as the ground state is an isolated cubic ${}^6A_1$. The counting that starts $a$ at $\zeta^4$ assumes that spin-orbit coupling is the only spin-dependent term; spin-spin coupling has spin rank 2 and can reach rank 4 in two steps, or in one step together with $\zeta^2$.

To evaluate $R$, use the real orbitals normalized to the spherical average: $\sqrt{15}\,xy$ and its two partners, $|e_z\rangle=\frac{\sqrt{15}}2(x^2-y^2)$ and $|z^2\rangle=\frac{\sqrt5}2(3z^2-1)$. From $l_z=-i(x\partial_y-y\partial_x)$ one finds $l_z|e_z\rangle=2i|xy\rangle$, $l_z|xy\rangle=-2i|e_z\rangle$, $l_z|zx\rangle=i|yz\rangle$ and $l_z|yz\rangle=-i|zx\rangle$. Let $u=|xy\rangle\langle e_z|$ and

$$G_z=\frac{u+u^T}{\sqrt2},\quad A_z=\frac{u-u^T}{\sqrt2},\quad T_z=\frac{|yz\rangle\langle zx|-|zx\rangle\langle yz|}{\sqrt2}.$$

Then $l_z=i\sqrt2(2A_z+T_z)$, so $P_z=(2A_z+T_z)/\sqrt5$. Under the fourfold group $D_4$ about $z$ the orbitals transform as $a_1,b_1,b_2,e$, and matrices of the symmetry $A_2$ of $l_z$ arise twice from $b_1\times b_2$ and once from $e\times e$. The three matrices above span this space, which is closed under any Hamiltonian with $D_4$ symmetry. The antisymmetric matrix orthogonal to $P_z$ must be rank 3, $F_z=(A_z-2T_z)/\sqrt5$, and inversion of the two relations gives $A_z=(2P_z+F_z)/\sqrt5$. The symmetric $G_z$ is rank 4, because ranks 0 and 2 transform like a constant and like the $d$ orbitals and contain no $A_2$. The $x$ and $y$ partners follow by the cyclic replacement $x\to y\to z\to x$, and the three families are the three ${}^4T_1$ states.

The state $|u\rangle$ has the down electron in $xy$ and the hole in $e_z$, which is the configuration $t_2^4e^1$, and $[w,u]=(-\frac25-\frac35)u=-u$. Likewise $[w,u^T]=+u^T$, and $[w,T_z]=0$ since both orbitals are $t_2$. Hence $[w,G_z]=-A_z$ and $[w,A_z]=-G_z$. In the basis $(P,F,G)$,

$$H_0=\begin{pmatrix}E_P&0&-2\Delta/\sqrt5\\0&E_F&-\Delta/\sqrt5\\-2\Delta/\sqrt5&-\Delta/\sqrt5&E_G\end{pmatrix},$$

with determinant $E_P(E_FE_G-\Delta^2/5)-4E_F\Delta^2/5=N$. The vector $|x\rangle=H_0^{-1}|P\rangle$ solves $H_0x=(1,0,0)^T$. The second row gives $x_F=\Delta x_G/(\sqrt5E_F)$. The third row then gives $x_G(E_G-\Delta^2/5E_F)=2\Delta x_P/\sqrt5$, or $x_G=2\Delta E_Fx_P/[\sqrt5(E_FE_G-\Delta^2/5)]$. Inserting this in the first row, $E_Px_P-2\Delta x_G/\sqrt5=1$, and multiplying by $E_FE_G-\Delta^2/5$ produces $Nx_P$ on the left. The solution is

$$x_P=R=\frac{E_FE_G-\Delta^2/5}{N},\quad x_F=\frac{2\Delta^2}{5N},\quad x_G=\frac{2\Delta E_F}{\sqrt5N},\quad x_A=\frac{2x_P+x_F}{\sqrt5}=\frac{2E_FE_G}{\sqrt5N},$$

where $x_A$ is the component along $A$. At $\Delta=0$, $R=1/E_P$ and $x_F=x_G=0$.

Now add $v_{\rm ax}$. To first order $\delta(H_0^{-1})=-H_0^{-1}\hat v_{\rm ax}H_0^{-1}$, and the cubic resolvent keeps $P_a$ inside its own ${}^4T_1$ block. With cubic eigenstates $|n,a\rangle$, energies $E_n$ and ${}^4P$ amplitudes $\alpha_n$,

$$\delta R_{ab}=-\langle x_a|[v_{\rm ax},x_b]\rangle=-\sum_{n,m=1}^3\frac{\alpha_n\alpha_m\langle n,a|\hat v_{\rm ax}|m,b\rangle}{E_nE_m}.$$

This part has shown that a cubic field shifts all six spin states by $-5\zeta^2R$ at second order and leaves $D=0$, and it has reduced the effect of a weak axial field at order $\zeta^2v_{\rm ax}$ to the sum $\delta R_{ab}$ over the three ${}^4T_1$ states. It remains to evaluate that sum for tetragonal and trigonal fields, and to test the results and their limits against numerical diagonalization.
